# The Best Series Load for Reading a Two-State Magnetic Junction: test program

```python
"""
Result under test: a junction with two ohmic states R_P < R_AP, in series
with a load R_L across a fixed supply V_s, has its largest voltage swing
between states at R_L = sqrt(R_P*R_AP). The largest swing is
V_s*(sqrt(R_AP)-sqrt(R_P))/(sqrt(R_AP)+sqrt(R_P)).

Symbols: P, AP = parallel and antiparallel magnetic states;
contrast = (R_AP-R_P)/R_P; d = half the logarithm of R_AP/R_P;
u = logarithm of load over geometric mean.
Resistances are in kiloohm and voltages in volt unless a name says otherwise.
The device parameters are rough typical values for a CoFeB/MgO junction.
"""
import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def divider_output(resistance, load, supply):
    """Junction voltage from the two Kirchhoff equations."""
    matrix = np.array([[load, 1.0], [-resistance, 1.0]])
    current, voltage = np.linalg.solve(matrix, np.array([supply, 0.0]))
    return voltage


def swing(r_low, r_high, load, supply):
    return (divider_output(r_high, load, supply)
            - divider_output(r_low, load, supply))


def best_load(swing_function, scale):
    """Numerical search for the load with the largest swing."""
    found = minimize_scalar(lambda u: -swing_function(scale * np.exp(u)),
                            bounds=(-3.0, 3.7), method="bounded",
                            options={"xatol": 1e-10})
    return scale * np.exp(found.x)


# Main theorem, for weak to very strong contrast
for r_low, r_high in [(1.0, 1.05), (2.0, 5.0), (0.7, 9.0), (1.0, 400.0)]:
    mean = np.sqrt(r_low * r_high)
    d = 0.5 * np.log(r_high / r_low)
    searched = best_load(lambda x: swing(r_low, r_high, x, 1.0), mean)
    assert abs(searched / mean - 1) < 1e-5
    root_form = ((np.sqrt(r_high) - np.sqrt(r_low))
                 / (np.sqrt(r_high) + np.sqrt(r_low)))
    top = swing(r_low, r_high, searched, 1.0)
    assert abs(top - root_form) < 1e-10
    assert abs(top - np.tanh(d / 2)) < 1e-10
    for u in np.linspace(-12, 12, 241):
        direct = swing(r_low, r_high, mean * np.exp(u), 1.0)
        hyperbolic = np.sinh(d) / (np.cosh(d) + np.cosh(u))
        assert abs(direct - hyperbolic) < 1e-10
        assert direct <= top + 1e-12

# Example parameters
diameter_nm = 50.0
barrier_nm = 1.0
ra_ohm_um2 = 10.0
contrast = 1.5
supply = 0.2
temperature = 300.0
area_nm2 = np.pi * diameter_nm**2 / 4
r_p = ra_ohm_um2 / (area_nm2 * 1e-6) / 1e3
r_ap = r_p * (1 + contrast)
r_load = np.sqrt(r_p * r_ap)
v_p = divider_output(r_p, r_load, supply)
v_ap = divider_output(r_ap, r_load, supply)
ideal_swing = v_ap - v_p
assert abs(v_p + v_ap - supply) < 1e-12

# Penalty for a wrong load; reciprocal errors must cost the same
kept = {}
for factor in (2.0, 10.0):
    above = swing(r_p, r_ap, r_load * factor, supply)
    below = swing(r_p, r_ap, r_load / factor, supply)
    assert abs(above - below) < 1e-12
    kept[factor] = above / ideal_swing

# Sensitivity to the logarithm of resistance, by central differences
step = 1e-4
slopes = []
for resistance, voltage in ((r_p, v_p), (r_ap, v_ap)):
    slope = (divider_output(resistance * np.exp(step), r_load, supply)
             - divider_output(resistance * np.exp(-step), r_load, supply))
    slope /= 2 * step
    assert abs(slope - voltage * (supply - voltage) / supply) < 1e-8
    slopes.append(slope)
assert abs(slopes[0] - slopes[1]) < 1e-8
spread = 0.05
spread_shift = slopes[0] * spread
margin_in_spreads = 0.5 * ideal_swing / spread_shift

# Supply raised with the load so that the AP junction voltage stays fixed
loads = r_load * np.logspace(-2, 5, 71)
held = []
for load in loads:
    raised_supply = v_ap * (r_ap + load) / r_ap
    value = swing(r_p, r_ap, load, raised_supply)
    formula = v_ap * load * (r_ap - r_p) / (r_ap * (r_p + load))
    assert abs(value - formula) < 1e-9
    held.append(value)
assert np.all(np.diff(held) > 0)
held_limit = v_ap * (1 - r_p / r_ap)
assert abs(held[-1] / held_limit - 1) < 1e-4


# Circuit with bias-dependent contrast and an access transistor
def ap_resistance(voltage, zero_bias_contrast, half_voltage):
    return r_p * (1 + zero_bias_contrast / (1 + (voltage / half_voltage)**2))


def junction_voltage(load, access, zero_bias_contrast, half_voltage):
    def imbalance(v):
        resistance = ap_resistance(v, zero_bias_contrast, half_voltage)
        return supply - v - v * (load + access) / resistance
    return brentq(imbalance, 0.0, supply, xtol=1e-15, rtol=1e-14)


def device_swing(load, access, zero_bias_contrast, half_voltage):
    outputs = []
    for state_contrast in (0.0, zero_bias_contrast):
        v = junction_voltage(load, access, state_contrast, half_voltage)
        current = (supply - v) / (load + access)
        outputs.append(v + current * access)
    return outputs[1] - outputs[0]


access = 2.0
half_voltage = 0.5
hot_contrast = 0.9 * contrast

access_best = best_load(
    lambda x: device_swing(x, access, contrast, np.inf), r_load)
shifted_mean = np.sqrt((r_p + access) * (r_ap + access))
assert abs(access_best / shifted_mean - 1) < 1e-4
access_swing = device_swing(access_best, access, contrast, np.inf)
access_same_load = device_swing(r_load, access, contrast, np.inf)

bias_best = best_load(
    lambda x: device_swing(x, 0.0, contrast, half_voltage), r_load)
bias_swing = device_swing(bias_best, 0.0, contrast, half_voltage)
bias_same_load = device_swing(r_load, 0.0, contrast, half_voltage)
bias_v = junction_voltage(bias_best, 0.0, contrast, half_voltage)
bias_r_ap = ap_resistance(bias_v, contrast, half_voltage)
frozen_mean = np.sqrt(r_p * bias_r_ap)
# Frozen resistance lowers the optimum; bias relief by the load raises it
assert frozen_mean < r_load < bias_best
assert bias_same_load > 0.995 * bias_swing

hot_swing = device_swing(r_load, 0.0, hot_contrast, np.inf)
all_best = best_load(
    lambda x: device_swing(x, access, hot_contrast, half_voltage), r_load)
all_swing = device_swing(all_best, access, hot_contrast, half_voltage)
all_same_load = device_swing(r_load, access, hot_contrast, half_voltage)

# Tunnelling noise law, from forward and backward rates over Fermi functions
for x in (0.3, 3.0, 5.0):
    forward = quad(lambda w: expit(-w) * expit(w + x), -60, 60,
                   points=[-x, 0.0], limit=200)[0]
    backward = quad(lambda w: expit(-w - x) * expit(w), -60, 60,
                    points=[-x, 0.0], limit=200)[0]
    ratio = (forward + backward) / (forward - backward)
    assert abs(ratio * np.tanh(x / 2) - 1) < 1e-6
    assert abs((forward - backward) / x - 1) < 1e-6

bandwidth_hz = 1e8
noise = []
for resistance, voltage in ((r_p, v_p), (r_ap, v_ap)):
    current_a = voltage / (resistance * 1e3)
    argument = charge * voltage / (2 * boltzmann * temperature)
    density = 2 * charge * current_a / np.tanh(argument)
    density += 4 * boltzmann * temperature / (r_load * 1e3)
    parallel_ohm = 1e3 * resistance * r_load / (resistance + r_load)
    noise.append(parallel_ohm * np.sqrt(density * bandwidth_hz))

# Electrical stress on the barrier and on the magnetic state
field_mv_cm = v_ap / barrier_nm * 10
breakdown_mv_cm = 10.0
read_current_ua = v_p / r_p * 1e3
read_density = read_current_ua * 1e-6 / (area_nm2 * 1e-14) / 1e6
switching_density = 3.0
assert field_mv_cm < breakdown_mv_cm
assert read_density < switching_density


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("junction diameter", diameter_nm, "nm", 0)
show("barrier thickness", barrier_nm, "nm", 1)
show("resistance-area product", ra_ohm_um2, "ohm um2", 0)
show("zero-bias contrast", 100 * contrast, "%", 0)
show("supply", 1e3 * supply, "mV", 0)
show("temperature", temperature, "K", 0)
print("IDEAL CIRCUIT")
show("junction area", area_nm2, "nm2", 0)
show("R_P", r_p, "kohm", 3)
show("R_AP", r_ap, "kohm", 3)
show("best load", r_load, "kohm", 3)
show("d", 0.5 * np.log(r_ap / r_p), "", 4)
show("output in P", 1e3 * v_p, "mV")
show("output in AP", 1e3 * v_ap, "mV")
show("largest swing", 1e3 * ideal_swing, "mV")
show("swing / supply", ideal_swing / supply, "", 4)
show("swing kept, load wrong by factor 2", 100 * kept[2.0], "%", 1)
show("swing kept, load wrong by factor 10", 100 * kept[10.0], "%", 1)
show("limit swing at held AP voltage", 1e3 * held_limit, "mV")
print("ACCESS TRANSISTOR")
show("access resistance (rough)", access, "kohm", 1)
show("best load", access_best, "kohm", 3)
show("swing at best load", 1e3 * access_swing, "mV")
show("swing at ideal-circuit load", 1e3 * access_same_load, "mV")
print("BIAS DEPENDENCE")
show("voltage halving contrast (rough)", 1e3 * half_voltage, "mV", 0)
show("best load", bias_best, "kohm", 3)
show("R_AP at that load", bias_r_ap, "kohm", 3)
show("mean with that R_AP frozen", frozen_mean, "kohm", 3)
show("swing at best load", 1e3 * bias_swing, "mV", 3)
show("swing at ideal-circuit load", 1e3 * bias_same_load, "mV", 3)
print("HOT OPERATION AND COMBINED EFFECTS")
show("hot contrast, near 360 K (rough)", 100 * hot_contrast, "%", 0)
show("hot swing at ideal-circuit load", 1e3 * hot_swing, "mV")
show("all three effects, best load", all_best, "kohm", 3)
show("all three, swing at best load", 1e3 * all_swing, "mV")
show("all three, swing at ideal load", 1e3 * all_same_load, "mV")
print("SPREAD, NOISE AND STRESS (ideal circuit)")
show("resistance spread, one sigma (rough)", 100 * spread, "%", 0)
show("output shift per sigma", 1e3 * spread_shift, "mV")
show("half swing / shift per sigma", margin_in_spreads, "", 1)
show("noise bandwidth", bandwidth_hz / 1e6, "MHz", 0)
show("rms noise in P", 1e3 * noise[0], "mV", 3)
show("rms noise in AP", 1e3 * noise[1], "mV", 3)
show("largest barrier field", field_mv_cm, "MV/cm")
show("breakdown field (rough)", breakdown_mv_cm, "MV/cm", 0)
show("largest read current", read_current_ua, "uA")
show("read current density", read_density, "MA/cm2")
show("switching density (rough)", switching_density, "MA/cm2", 0)
print("verified")
```

It prints:

```
INPUTS (rough typical values)
junction diameter: 50 nm
barrier thickness: 1.0 nm
resistance-area product: 10 ohm um2
zero-bias contrast: 150 %
supply: 200 mV
temperature: 300 K
IDEAL CIRCUIT
junction area: 1963 nm2
R_P: 5.093 kohm
R_AP: 12.732 kohm
best load: 8.053 kohm
d: 0.4581
output in P: 77.49 mV
output in AP: 122.51 mV
largest swing: 45.03 mV
swing / supply: 0.2251
swing kept, load wrong by factor 2: 89.4 %
swing kept, load wrong by factor 10: 34.2 %
limit swing at held AP voltage: 73.51 mV
ACCESS TRANSISTOR
access resistance (rough): 2.0 kohm
best load: 10.222 kohm
swing at best load: 36.15 mV
swing at ideal-circuit load: 35.65 mV
BIAS DEPENDENCE
voltage halving contrast (rough): 500 mV
best load: 8.394 kohm
R_AP at that load: 12.323 kohm
mean with that R_AP frozen: 7.922 kohm
swing at best load: 43.441 mV
swing at ideal-circuit load: 43.424 mV
HOT OPERATION AND COMBINED EFFECTS
hot contrast, near 360 K (rough): 135 %
hot swing at ideal-circuit load: 42.07 mV
all three effects, best load: 10.326 kohm
all three, swing at best load: 32.66 mV
all three, swing at ideal load: 32.18 mV
SPREAD, NOISE AND STRESS (ideal circuit)
resistance spread, one sigma (rough): 5 %
output shift per sigma: 2.37 mV
half swing / shift per sigma: 9.5
noise bandwidth: 100 MHz
rms noise in P: 0.085 mV
rms noise in AP: 0.112 mV
largest barrier field: 1.23 MV/cm
breakdown field (rough): 10 MV/cm
largest read current: 15.21 uA
read current density: 0.77 MA/cm2
switching density (rough): 3 MA/cm2
verified
```
